# Axial Conduction Threshold of a Bruggeman Medium with Fixed Depolarization Factor

Take a film of flattened metal grains in silica, each grain half as high as it is wide, and let the silica conduct $10^{-12}$ times as well as the metal. At a metal volume fraction of 0.45, the symmetric Bruggeman model with a fixed depolarization factor gives a conductivity along the film normal of $6.8\times10^{-12}$ of the metal's. At 0.60 it gives 0.154. Between the two lies a threshold at 0.527, which is also the depolarization factor of one isolated grain. The question is why a property of a single grain should decide when the whole film conducts along its normal. In the plane the same prescription has its own threshold at 0.236.

## The model and the field in one grain

Two isotropic phases with conductivities $s_1>s_2$ and volume fractions $f$ and $1-f$ fill space as aligned spheroids of one shape. "Symmetric" means that both phases are treated as grains. Each grain is imagined alone in a host with the unknown effective axial conductivity $s$, under a uniform axial field $E_0$.

**Depolarization factor.** Consider first an ellipsoid with semi-axes $a_j$ and uniform charge density $\varrho$. Seen from an interior point $\mathbf x$, the charge in a narrow cone along the unit vector $\mathbf u$ contributes in proportion to the distance $L$ to the surface, because the $1/L'^2$ of Coulomb's law cancels the $L'^2$ of the volume element:

$$\mathbf E=-\frac{\varrho}{4\pi\varepsilon_0}\int d\Omega\,\mathbf u\,L .$$

Since $\mathbf x+L\mathbf u$ lies on the surface, $AL^2+2bL-C=0$ with $A=\sum_j u_j^2/a_j^2$, $b=\sum_j x_ju_j/a_j^2$ and $C=1-\sum_j x_j^2/a_j^2$. The positive root is $L=-b/A+\sqrt{b^2+AC}/A$. The square root is unchanged by $\mathbf u\to-\mathbf u$, so it drops out of the integral. By reflection symmetry the rest gives

$$E_i=\frac{\varrho N_i x_i}{\varepsilon_0},\qquad N_i=\frac1{4\pi}\int d\Omega\,\frac{u_i^2/a_i^2}{A},\qquad \sum_iN_i=1 .$$

A uniformly polarized body is a positively charged copy displaced by $\boldsymbol\delta$ from a negative one, with $\mathbf P=\varrho\boldsymbol\delta$. Subtracting the two linear fields leaves the uniform field $-N_iP_i/\varepsilon_0$.

For a spheroid let $r$ be the axial semi-axis divided by the transverse one, and $q=1/r^2-1$. With $u=\cos\theta$ the axial factor is

$$N=\int_0^1\frac{(1+q)u^2}{1+qu^2}\,du=\frac{(1+q)(\sqrt q-\arctan\sqrt q)}{q^{3/2}} ,$$

continued analytically to $q<0$ for elongated grains. For $r=1/2$, $q=3$ and $N=4(\sqrt3-\pi/3)/3^{3/2}=0.527$.

**Conducting grain.** Write the current density as $J=sE+p$, where the excess current $p=(s_i-s)E$ exists only inside the grain. Steady flow requires $\nabla\cdot(s\mathbf E)=-\nabla\cdot\mathbf p$. This is the electrostatic problem with $\varepsilon_0\to s$ and $\mathbf P\to\mathbf p$. A uniform $p$ is therefore consistent:

$$E_i=E_0-\frac{N(s_i-s)}{s}E_i\quad\Rightarrow\quad E_i=\frac{s\,E_0}{s+N(s_i-s)} .\tag{1}$$

It is also the solution, since the difference of two solutions would have no source, hence no dissipation and no field.

Both derivations use (1) with the same $N$ at every composition, where $0<N<1$. That is a modelling prescription, examined below.

## First derivation: balance of excess currents

Choose $s$ so that the grains, averaged over both phases, add no excess current to the host:

$$f\,\frac{s_1-s}{s+N(s_1-s)}+(1-f)\,\frac{s_2-s}{s+N(s_2-s)}=0 .\tag{2}$$

This also makes the averages consistent. Equation (1) says $E_i+Np_i/s=E_0$, so a zero mean of $p$ gives $\langle E\rangle=E_0$ and $\langle J\rangle=s\langle E\rangle+\langle p\rangle=sE_0$.

The denominators are $(1-N)s+Ns_i$. Multiplying them out,

$$f(s_1-s)[(1-N)s+Ns_2]+(1-f)(s_2-s)[(1-N)s+Ns_1]=0 .$$

The terms collect as follows:

- $s^2$ has the coefficient $-(1-N)[f+(1-f)]=-(1-N)$.
- $s\,s_1$ has the coefficient $f(1-N)-(1-f)N=f-N$.
- $s\,s_2$ has the coefficient $(1-f)(1-N)-fN=1-f-N$.
- $s_1s_2$ has the coefficient $fN+(1-f)N=N$.

Hence

$$(1-N)s^2-Bs-Ns_1s_2=0,\qquad B=(f-N)s_1+(1-f-N)s_2 .\tag{3}$$

For $s_2>0$ the product of the roots, $-Ns_1s_2/(1-N)$, is negative. There is one positive root, and it is the physical one:

$$s=\frac{B+\sqrt{B^2+4N(1-N)s_1s_2}}{2(1-N)}=\frac{2Ns_1s_2}{\sqrt{B^2+4N(1-N)s_1s_2}-B} .$$

Now let $s_2\to0^+$. The sign of $B\to(f-N)s_1$ decides the outcome.

- For $f>N$ the first form gives $s\to B/(1-N)$:

$$s=s_1\,\frac{f-N}{1-N} .\tag{4}$$

- For $f<N$ the denominator of the second form tends to $2(N-f)s_1$:

$$s\to\frac{N s_2}{N-f}\to0 .\tag{5}$$

- At $f=N$, $B=(1-2N)s_2$ is negligible beside $\sqrt{s_1s_2}$, so $s\to\sqrt{Ns_1s_2/(1-N)}\to0$.

Axial conduction thus develops at $f=N$. The response exponent $d\ln s/d\ln s_2$ is 0 above the threshold, 1 below it and 1/2 at it, which locates the threshold without reference to (4). Equation (2) was solved numerically with $s_2/s_1$ raised from $10^{-12}$ to $10^{-10}$. For $N=0.1500$, 0.3333, 0.5272 and 0.8000, the fraction at which the exponent equals 1/2 came out as 0.150000, 0.333333, 0.527200 and 0.800000.

The limiting shapes behave as they should. For $N\to0$ (long needles), (3) gives the parallel mean $s=fs_1+(1-f)s_2$, and any amount of metal conducts. For $N\to1$ (flat plates across the current), it gives the series mean $s=s_1s_2/[(1-f)s_1+fs_2]$, and the threshold moves to $f=1$.

## Second derivation: a geometric series of resistivities

Now set $s_2=0$ from the start, and build the host by repeated improvement. Begin with any conducting host, for instance the metal itself. Place grains of both kinds in it, compute the ratio of mean field to mean current, and use that ratio as the resistivity of the next host.

In a host of conductivity $s$, (1) gives

$$E_1=\frac{sE_0}{(1-N)s+Ns_1},\qquad E_2=\frac{E_0}{1-N} .$$

The field in an insulating grain does not depend on $s$. Only metal grains carry current, so $\langle J\rangle=fs_1E_1$ and $\langle E\rangle=fE_1+(1-f)E_2$. The new resistivity is

$$\rho'=\frac{\langle E\rangle}{\langle J\rangle}=\frac1{s_1}+\frac{1-f}{1-N}\,\frac{(1-N)s+Ns_1}{fs_1s}
=\frac1{s_1}+\frac{1-f}{fs_1}+\frac{N(1-f)}{f(1-N)}\,\frac1s .$$

The first two terms add to $1/(fs_1)$. With $\rho=1/s$ and $\rho_1=1/s_1$ the recursion is linear:

$$\rho'=\frac{\rho_1}{f}+\lambda\rho,\qquad\lambda=\frac{N(1-f)}{f(1-N)} .\tag{6}$$

After $n$ rounds from a starting value $\rho_0$,

$$\rho_n=\lambda^n\rho_0+\frac{\rho_1}{f}\left(1+\lambda+\dots+\lambda^{n-1}\right) .$$

The series converges if $\lambda<1$, that is if $N-Nf<f-Nf$, or $f>N$. Since $1-\lambda=(f-N)/[f(1-N)]$, its sum is

$$\rho=\frac{\rho_1}{f(1-\lambda)}=\rho_1\,\frac{1-N}{f-N},$$

which is (4). For $f=N$ each round adds $\rho_1/f$, and for $f<N$ the resistivity grows geometrically. In both cases it has no finite limit, and $s=0$.

This answers the opening question within the model. In a nearly insulating host, (1) gives a metal grain the current density $s_1E_1\approx sE_0/N$, so the grain concentrates the host current by $1/N$. An insulating grain raises the field by $1/(1-N)$. One round therefore multiplies a small host conductivity by

$$\frac{f/N}{(1-f)/(1-N)}=\frac1\lambda .$$

The conductivity grows from round to round when $f/N$ exceeds $(1-f)/(1-N)$, and the two are equal at $f=N$. For the example at $f=0.60$, $\lambda=0.527\times0.40/(0.60\times0.473)=0.74$, and the series converges. At $f=0.45$, $\lambda=0.527\times0.55/(0.45\times0.473)=1.36$, and it diverges.

## What each derivation assumes

Both rest on the field of an isolated grain, on equal treatment of the phases, and on a fixed $N$. They also share their condition: at a fixed point of the iteration $\langle J\rangle-s\langle E\rangle=\langle p\rangle=0$, which is (2). They differ in how they reach and select the solution.

The first needs a slightly conducting second phase and a limit. In return it selects the root by sign, and it gives the residual conductivity (5) and the square-root law at threshold. The second takes a perfect insulator and needs no quadratic equation, but it must start from a conducting host, because $s=0$ reproduces itself. For $f>N$ that zero solution is unstable, since any small conductivity grows by $1/\lambda$. The intermediate hosts are steps of a calculation, not states of a material, because $\langle E\rangle=E_0$ holds only at the fixed point.

## When the depolarization factor follows the host

Aligned grains make the medium anisotropic, with conductivities $s_z$ along the axis and $s_x$ across it. In such a host the potential obeys $s_x\nabla_\perp^2\phi+s_z\partial_z^2\phi=\partial_zp$ for axial $p$. The coordinates $x'=x/\sqrt{s_x}$, $y'=y/\sqrt{s_x}$, $z'=z/\sqrt{s_z}$ turn this into $\nabla'^2\phi=\partial_{z'}(p/\sqrt{s_z})$, the isotropic problem for a spheroid of axis ratio $r\sqrt{s_x/s_z}$. Its factor $N_z^*$ gives $-\partial_{z'}\phi=-N_z^*p/\sqrt{s_z}$, and one more division by $\sqrt{s_z}$ gives the grain's own field $-N_z^*p/s_z$. The same holds across the axis. Equations (1) to (5) therefore survive in each direction, with factors $N_i^*$ that depend on $s_x/s_z$ and sum to one.

The threshold does not survive. As $s_2\to0$:

- One direction cannot conduct alone. If $s_x/s_z\to0$, the rescaled grain is flat and $N_z^*\to1>f$, so the axis would not conduct after all. If $s_x/s_z\to\infty$, then $N_z^*\to0<f$, so the axis would conduct.
- If all directions conduct, $f>N_i^*$ for each. Summing over three directions, $3f>1$.
- If none conducts, $f\le N_i^*$ for each, and $3f\le1$.

All directions start together at $f=1/3$, whatever the fixed grain shape. At onset each $N_i^*=1/3$, so the rescaled grain is a sphere and $s_z/s_x=r^2$. For $r=1/2$ that is 0.25; the numerical solution at $f=1/3+0.001$ gives 0.251.

The statement "threshold at $N$" therefore belongs to the fixed-$N$ prescription. For flattened grains the updated theory reproduces it if the grain shape changes with composition so that the rescaled axis ratio stays constant. As $f\to N$ from above, $s_z\to0$ while $s_x$ stays finite, so such grains would have to become infinitely flat.

## Numbers for a metal–silica film

Metal–silica composites (cermets) are used for thin-film resistors. A film resistor with contacts at its two ends carries current in the plane; here the current runs along the normal, the direction of leakage through the film. The inputs are rough typical values: grains 6 nm wide and 3 nm high, a film 40 nm thick, metal resistivity 200 µΩ cm (5000 S/cm), and silica permittivity 3.9.

**Above threshold, $f=0.60$.** Equation (4) gives $(0.600-0.527)/(1-0.527)=0.154$, so the conductivity is $0.154\times5000\approx770$ S/cm. Thickness divided by conductivity is $40\times10^{-7}\,\mathrm{cm}/(770\,\mathrm{S/cm})=5.2\times10^{-9}$ Ω cm², or 0.52 Ω µm², without contacts. If the metal's resistivity rose by $10^{-3}$ of its 300 K value per kelvin, use at 378 K would lower the conductivity by 7%; a metal this resistive may change much less.

**Below threshold, $f=0.20$.** Static permittivity obeys the same equations, with metal as the limit $s_1/s_2\to\infty$. From (5),

$$k=\frac{Nk_2}{N-f}=\frac{0.527\times3.9}{0.327}=6.3 .$$

The field in the silica follows from energy. With potential $-E_0z$ on the boundary, the volume average of $\mathbf E\cdot\mathbf D$ is $E_0\langle D\rangle$, and the metal contributes nothing. Hence $kE_0^2=(1-f)k_2\langle E^2\rangle_2$, and

$$\frac{E_{\rm rms}}{E_0}=\sqrt{\frac{N}{(N-f)(1-f)}}=1.42 .$$

One volt across the film is 0.25 MV/cm, so the rms field in the silica is 0.35 MV/cm, far below a rough breakdown field of 10 MV/cm. Local peaks exceed the rms value.

**Tunnelling.** For grains on a regular lattice with cells of the grains' proportions, the axial gap is $g=3\,\mathrm{nm}\,[(\pi/6f)^{1/3}-1]=1.13$ nm. For a rectangular barrier of 3.5 eV and the free-electron mass, the decay constant is $\kappa=9.6$ nm$^{-1}$. Summing the WKB transmission $e^{-2g\sqrt{\kappa^2+k_\perp^2}}$ over transverse wave vectors $k_\perp$, with $2e^2/h$ per mode, and multiplying by $g$ gives the wall conductivity

$$\sigma_t=\frac{e^2}{2\pi h}\left(\kappa+\frac1{2g}\right)e^{-2\kappa g}=2.2\times10^{-7}\ \mathrm{S/cm} .$$

The WKB form omits the prefactor of the rectangular barrier, which for a Fermi energy between 3 and 10 eV raises this value 3 to 4 times. Charging a grain, treated as an isolated sphere of equal volume with radius $R=2.38$ nm in silica, costs about $e^2/(8\pi\varepsilon_0k_2R)=0.078$ eV, against $k_BT=0.033$ eV at 378 K. The Boltzmann factor of this energy, about 0.09, suggests a reduction to $2\times10^{-8}$ S/cm. Equation (5) raises this to $3\times10^{-8}$ S/cm for the film. The loss tangent at 1 MHz would then be near 0.01. Neighbouring grains screen the charge: on the regular lattice they lower the charging energy to about 0.06 eV and raise the Boltzmann factor to about 0.15.

These inputs do not settle how well the film insulates. The tunnelling mass in silica is usually put at about half the free-electron mass. That lowers $\kappa$ to 6.8 nm$^{-1}$, raises the wall conductivity about 400 times and brings the loss tangent to about 4. The flat walls assumed here act the other way: between curved grains the gap is narrow only near one point, which lowers the conduction by a factor of some tens. The Boltzmann factor, finally, applies at low voltage. One volt across the film drops about 0.10 V per grain spacing, enough to supply the charging energy. All of this assumes that no chain of touching grains joins the two faces. In a thin random film such chains occur well below the bulk threshold, in numbers proportional to the electrode area. In a randomly filled cubic lattice 13 cells thick at $f=0.20$, against a bulk threshold of 0.31, a few columns per million are joined through. With this metal that gives a conductivity of order $10^{-2}$ S/cm, far above the tunnelling estimate. The effective-medium model has no such paths.

**How far real films depart.** Real grains are irregular and touch one another; the regular lattice above has no gap left at $f=\pi/6\approx0.52$. The fixed $N$ sets where the threshold lies. Letting it follow the host moves the threshold from 0.527 to 0.333. At $f=0.45$ the verdict changes from insulating to 0.086 of the metal conductivity; at $f=0.60$ the ratio rises from 0.154 to 0.27, and at $f=0.20$ the permittivity rises from 6.3 to 7.2. A percolation exponent pulls the other way if the threshold is held at $N$: a rough value of 2 in place of 1 squares the ratio 0.154 and gives 0.024 at $f=0.60$. A film about 13 grains thick also blurs the threshold, by roughly $(3/40)^{1/0.88}\approx0.05$ in $f$ if finite-size scaling with a correlation-length exponent of 0.88 and a prefactor of one is assumed. This is comparable with the distance of 0.07 between $f=0.60$ and the threshold. The value 770 S/cm is thus a property of the model. For a real film it is uncertain by at least a factor of several, and by much more if a higher exponent and a raised threshold act together. The numerical output below lists most of the values used here.

## Computed results

```
INPUTS (rough typical values)
grain width, height: 6.0, 3.0 nm
film thickness: 40 nm; applied voltage: 1.0 V
metal resistivity: 200 uohm cm
metal conductivity: 5000 S/cm
silica relative permittivity: 3.9
tunnel barrier: 3.5 eV; use temperature: 378 K
silica breakdown field: 10 MV/cm
THRESHOLD, fixed N
axial N: 0.5272; in-plane N: 0.2364 (no unit)
N = 0.1500: threshold from response exponent 0.150000
N = 0.3333: threshold from response exponent 0.333333
N = 0.5272: threshold from response exponent 0.527200
N = 0.8000: threshold from response exponent 0.800000
EXAMPLE, fixed N
f = 0.20: axial permittivity 6.284 (relative)
f = 0.60: conductivity / metal value 0.1540
f = 0.60: axial conductivity 769.9 S/cm
f = 0.60: area resistance 0.520 ohm um^2
NEGLECTED: N FOLLOWS THE ANISOTROPIC HOST
threshold axial, in-plane: 0.33333, 0.33333
axial/in-plane conductivity at f = 1/3 + 0.001: 0.2513
f = 0.20: axial permittivity 7.180 (relative)
f = 0.45: conductivity / metal value 0.0858
  same with fixed N, s2/s1 = 1e-12: 6.83e-12
f = 0.60: conductivity / metal value 0.2676
NEGLECTED: LOCAL FIELD AND BREAKDOWN (f = 0.20)
applied field: 0.250 MV/cm
rms field factor in silica: 1.419
rms field in silica: 0.355 MV/cm
f where rms field reaches breakdown: 0.52650
  distance below threshold: 6.96e-04
NEGLECTED: TUNNELLING (f = 0.20)
silica gap between grains: 1.135 nm
decay constant kappa: 9.585 1/nm
wall conductivity, no charging: 2.21e-07 S/cm
charging energy: 0.0775 eV; kT: 0.0326 eV
charging factor: 0.0925
wall conductivity with charging: 2.05e-08 S/cm
film axial leakage conductivity: 3.30e-08 S/cm
loss tangent at 1 MHz: 9.43e-03
NEGLECTED: ROUGH SCALES
percolation exponents used: nu = 0.88, t = 2
finite-thickness smearing of threshold in f: 0.053
f = 0.60: ratio with exponent t: 0.0237
metal conductivity change, 300 K to use: -7.2 %
```
